**Spontaneous emission rate in a transparent dielectric**

The result is the rate $4n\omega^3\mu^2/(3c^3)$ in Hartree atomic units, where $n$ is the refractive index, $\omega$ the transition frequency, $\mu$ the length of the transition dipole vector and $c$ the speed of light in vacuum. The program asserts that the squared electric field of a mode, found by diagonalizing a model of light coupled to polarizable oscillators, agrees with the expression containing the group index. It sums the golden rule over explicit plane-wave modes of a periodic box and asserts agreement with the rate formula within 0.5 %, for a constant and for a dispersive index; the output shows deviations of about 0.3 %, the size expected from the finite width of the broadened delta function. Diagonalization of an emitter coupled to 1000 modes gives a decay rate within 0.3 % of the golden-rule value. For 1.945 eV, 5.2 debye and $n=2.4$ the lifetime is 12.7 ns, and a separate evaluation in SI units is asserted to agree. The boundary conditions of an empty spherical cavity are also solved, and the resulting local-field factor shortens the lifetime to 6.68 ns.

## Program and output

```python
# Result under test: the spontaneous emission rate in a transparent dielectric,
#   rate = 4 n w^3 mu^2 / (3 c^3)   (Hartree atomic units, hbar = 1),
# n: refractive index at the transition, w: angular frequency,
# mu: length of the transition dipole vector, c: speed of light in vacuum.
# The macroscopic field is taken to act on the dipole (no local-field factor).
# Model tests use reduced units with hbar = c = 1 and Gaussian fields.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh


def rate_formula(index, frequency, dipole, light_speed):
    return 4 * index * frequency**3 * dipole**2 / (3 * light_speed**3)


def derivative(function, x, step=1e-4):
    return (function(x + step) - function(x - step)) / (2 * step)


# --- Field of one mode, from a microscopic model of a dispersive medium ---
# Light of wave number k is coupled to polarizable oscillators. A canonical
# exchange of the oscillator's coordinate and momentum gives the form
# (p M^-1 p + q K q)/2, with the vector potential as first coordinate.
resonance = 3.0
strength = 38.08                       # 4 pi beta^2
beta = np.sqrt(strength / (4 * np.pi))
wave_number = 2.4
mass = np.diag([1 / (4 * np.pi), 1 / resonance**2])
stiffness = np.array([[wave_number**2 / (4 * np.pi) + beta**2, -beta],
                      [-beta, 1.0]])
squares, vectors = eigh(stiffness, mass)
w_mode = np.sqrt(squares[0])
field_square_model = vectors[0, 0]**2 * w_mode / 2


def oscillator_index(w):
    return np.sqrt(1 + strength / (resonance**2 - w**2))


n_mode = oscillator_index(w_mode)
ng_mode = n_mode + w_mode * derivative(oscillator_index, w_mode)
field_square_formula = 2 * np.pi * w_mode / (n_mode * ng_mode)
assert abs(n_mode * w_mode / wave_number - 1) < 1e-9
assert abs(field_square_model / field_square_formula - 1) < 1e-6


# --- Golden-rule sum over explicit plane-wave modes of a periodic box ---
def box_mode_rate(index_function, dipole_vector, shell=30, width=0.03):
    """Transition at w = 1; the delta function is a Gaussian of given width."""
    box = 2 * np.pi * shell / index_function(1.0)
    axis = np.arange(-40, 41)
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
    kvec = grid.reshape(-1, 3) * (2 * np.pi / box)
    k = np.linalg.norm(kvec, axis=1)
    w_table = np.linspace(0.5, 1.6, 20001)
    k_table = index_function(w_table) * w_table
    keep = (k > k_table[0]) & (k < k_table[-1])
    kvec, k = kvec[keep], k[keep]
    w = np.interp(k, k_table, w_table)
    keep = np.abs(w - 1) < 6 * width
    kvec, k, w = kvec[keep], k[keep], w[keep]
    direction = kvec / k[:, None]
    pol1 = np.cross(direction, np.array([0.123, 0.456, 0.881]))
    pol1 /= np.linalg.norm(pol1, axis=1)[:, None]
    pol2 = np.cross(direction, pol1)
    # zero-point energy w/2 equals the field energy in the medium
    electric = derivative(lambda x: x * index_function(x)**2, w)
    magnetic = index_function(w)**2
    field_square = 4 * np.pi * w / (box**3 * (electric + magnetic))
    projection = (pol1 @ dipole_vector)**2 + (pol2 @ dipole_vector)**2
    delta = np.exp(-(w - 1)**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
    return 2 * np.pi * np.sum(field_square * projection * delta), len(w)


dipole_vector = np.array([0.3, -0.5, 0.7])
dipole_length = np.linalg.norm(dipole_vector)


def constant_index(w):
    return 2.4 + 0.0 * w


def dispersive_index(w):
    return 2.4 + 0.2 * (w**2 - 1)


expected = rate_formula(2.4, 1.0, dipole_length, 1.0)
sum_constant, count_constant = box_mode_rate(constant_index, dipole_vector)
sum_dispersive, count_dispersive = box_mode_rate(dispersive_index, dipole_vector)
group_index = 2.4 + derivative(dispersive_index, 1.0)
# The Gaussian width 0.03 averages w^3 n over the line: a bias of about 0.3 %.
assert abs(sum_constant / expected - 1) < 0.005
assert abs(sum_dispersive / expected - 1) < 0.005

# --- Exponential decay at the golden-rule rate, by diagonalization ---
mode_number = 1000
spacing = 1.0 / mode_number
mode_w = 0.5 + spacing * (np.arange(mode_number) + 0.5)
coupling_density = 3.2e-4              # squared coupling / spacing at w = 1
coupling = np.sqrt(coupling_density * spacing * mode_w**3)
hamiltonian = np.diag(np.concatenate(([1.0], mode_w)))
hamiltonian[0, 1:] = coupling
hamiltonian[1:, 0] = coupling
energies, states = np.linalg.eigh(hamiltonian)
golden_rate = 2 * np.pi * coupling_density
times = np.linspace(0.3, 2.0, 60) / golden_rate
amplitude = np.exp(-1j * np.outer(times, energies)) @ states[0]**2
log_population = np.log(np.abs(amplitude)**2)
slope, offset = np.polyfit(times, log_population, 1)
decay_ratio = -slope / golden_rate
fit_error = np.max(np.abs(log_population - slope * times - offset))
# Finite coupling shifts the level and so changes the rate by under 1 %.
assert abs(decay_ratio - 1) < 0.015
assert fit_error < 0.02

# --- Worked example ---
energy_ev, dipole_debye, index = 1.945, 5.2, 2.4
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
dipole_unit = const.physical_constants["atomic unit of electric dipole mom."][0]
debye = 1e-21 / const.c                # coulomb metre
c_au = 1 / const.fine_structure
w_au = energy_ev / hartree_ev
mu_au = dipole_debye * debye / dipole_unit
rate_au = rate_formula(index, w_au, mu_au, c_au)
lifetime_ns = time_unit / rate_au * 1e9


def lifetime_si_ns(dipole_in_debye, refractive_index):
    w = energy_ev * const.e / const.hbar
    mu = dipole_in_debye * debye
    rate = refractive_index * w**3 * mu**2 / (
        3 * np.pi * const.epsilon_0 * const.hbar * const.c**3)
    return 1e9 / rate


assert abs(lifetime_si_ns(dipole_debye, index) / lifetime_ns - 1) < 1e-6
vacuum_ns = lifetime_si_ns(dipole_debye, 1.0)
long_ns = lifetime_si_ns(5.15, index)
short_ns = lifetime_si_ns(5.25, index)
assert 12.0 < short_ns < lifetime_ns < long_ns
dipole_for_12 = dipole_debye * np.sqrt(lifetime_ns / 12.0)
assert abs(lifetime_si_ns(dipole_for_12, index) - 12.0) < 1e-4

# --- Empty spherical cavity: continuity of potential and normal D ---
epsilon = index**2
cavity_field, _ = np.linalg.solve(
    np.array([[1.0, 1.0], [1.0, -2 * epsilon]]), np.array([1.0, epsilon]))
assert abs(cavity_field - 3 * epsilon / (2 * epsilon + 1)) < 1e-12
cavity_ns = lifetime_ns / cavity_field**2

print("MODEL TESTS (reduced units, hbar = c = 1)")
print(f"Oscillator medium: mode frequency = {w_mode:.4f}")
print(f"Oscillator medium: index n = {n_mode:.4f}")
print(f"Oscillator medium: group index = {ng_mode:.4f}")
print(f"Squared mode field, diagonalization = {field_square_model:.6f}")
print(f"Squared mode field, formula = {field_square_formula:.6f}")
print(f"Box sum: wave vectors used, constant n = {count_constant}")
print(f"Box sum: wave vectors used, dispersive n = {count_dispersive}")
print(f"Box sum: group index of dispersive case = {group_index:.3f}")
print(f"Box sum / formula, constant n = {sum_constant / expected:.5f}")
print(f"Box sum / formula, dispersive n = {sum_dispersive / expected:.5f}")
print(f"Fitted decay rate / golden-rule rate = {decay_ratio:.5f}")
print(f"Largest deviation of ln(population) from line = {fit_error:.5f}")
print("WORKED EXAMPLE")
print(f"Transition energy = {energy_ev:.3f} eV")
print(f"Transition dipole = {dipole_debye:.2f} debye")
print(f"Refractive index = {index:.2f}")
print(f"Hartree energy = {hartree_ev:.6f} eV")
print(f"Atomic unit of dipole = {dipole_unit / debye:.6f} debye")
print(f"Atomic unit of time = {time_unit:.6e} s")
print(f"Speed of light = {c_au:.6f} a.u.")
print(f"Transition frequency = {w_au:.7f} a.u.")
print(f"Transition dipole = {mu_au:.6f} a.u.")
print(f"Frequency cubed = {w_au**3:.6e} a.u.")
print(f"Dipole squared = {mu_au**2:.6f} a.u.")
print(f"Speed of light cubed = {c_au**3:.6e} a.u.")
print(f"Spontaneous rate = {rate_au:.5e} a.u.")
print(f"Spontaneous rate = {rate_au / time_unit:.4e} 1/s")
print(f"Lifetime = {1 / rate_au:.5e} a.u.")
print(f"Lifetime = {lifetime_ns:.3f} ns")
print(f"Lifetime with n = 1, same dipole = {vacuum_ns:.2f} ns")
print(f"Lifetime for 5.15 debye = {long_ns:.2f} ns")
print(f"Lifetime for 5.25 debye = {short_ns:.2f} ns")
print(f"Dipole needed for 12 ns = {dipole_for_12:.3f} debye")
print(f"Empty-cavity field factor = {cavity_field:.4f}")
print(f"Empty-cavity rate factor = {cavity_field**2:.4f}")
print(f"Lifetime with empty-cavity factor = {cavity_ns:.2f} ns")
print("success")
```

Running it gives:

```
MODEL TESTS (reduced units, hbar = c = 1)
Oscillator medium: mode frequency = 1.0000
Oscillator medium: index n = 2.4000
Oscillator medium: group index = 2.6479
Squared mode field, diagonalization = 0.988699
Squared mode field, formula = 0.988699
Box sum: wave vectors used, constant n = 123498
Box sum: wave vectors used, dispersive n = 147370
Box sum: group index of dispersive case = 2.800
Box sum / formula, constant n = 1.00270
Box sum / formula, dispersive n = 1.00323
Fitted decay rate / golden-rule rate = 0.99734
Largest deviation of ln(population) from line = 0.00005
WORKED EXAMPLE
Transition energy = 1.945 eV
Transition dipole = 5.20 debye
Refractive index = 2.40
Hartree energy = 27.211386 eV
Atomic unit of dipole = 2.541746 debye
Atomic unit of time = 2.418884e-17 s
Speed of light = 137.035999 a.u.
Transition frequency = 0.0714774 a.u.
Transition dipole = 2.045837 a.u.
Frequency cubed = 3.651799e-04 a.u.
Dipole squared = 4.185451 a.u.
Speed of light cubed = 2.573381e+06 a.u.
Spontaneous rate = 1.90062e-09 a.u.
Spontaneous rate = 7.8574e+07 1/s
Lifetime = 5.26144e+08 a.u.
Lifetime = 12.727 ns
Lifetime with n = 1, same dipole = 30.54 ns
Lifetime for 5.15 debye = 12.98 ns
Lifetime for 5.25 debye = 12.49 ns
Dipole needed for 12 ns = 5.355 debye
Empty-cavity field factor = 1.3802
Empty-cavity rate factor = 1.9049
Lifetime with empty-cavity factor = 6.68 ns
success
```
